Why Exchange Beneath a Surfactant Can Starve Three-Dimensional Islands

**Q:** I grow a strained film that gathers into three-dimensional islands. With a layer of surfactant on the surface, the islands are suppressed. The strain has not gone away, so what could the surfactant be doing?

**A:** It can act on the supply of material. An island that has already formed grows tall by collecting atoms that landed elsewhere. If those atoms become fixed in the film before they reach it, the island loses its supply, although strain still favours it. This is a kinetic effect, and I shall treat it alone. Whether the surfactant also changes the nucleation of islands or their energies is a separate matter.

The fixing step is exchange: a deposited adatom changes places with a surfactant atom and ends up beneath the surfactant layer. I assume that this layer stays complete and keeps floating on the growing film.

**Q:** Exchange sounds like one more way of moving. Why should it shorten the path?

**A:** It shortens the path if the atom below is immobile and seldom comes back. Let us give each event a rate. The sites form a square lattice of spacing a. An adatom on top hops at rate h in each of four directions and exchanges at rate k. An exchanged atom does not move sideways. It returns to the top at rate r, or is locked for good at rate w. I take w equal to the growth rate in layers per second, because the next layer buries the atom after a time of about 1/w. This is reasonable while most of the deposit stays in the film; if islands take much of it, burial is slower. Atoms are treated as independent.

Let n be the density of adatoms on top and m that of exchanged atoms not yet locked. In steady state, gain and loss of m balance:

k n = (r + w) m, so m = k n/(r + w).

The top layer loses kn and regains rm. Its net loss is

k n − r m = k n [1 − r/(r + w)] = κ n, with κ = k w/(r + w).

The factor w/(r + w) is the probability that a given exchange is final. Fast exchange is therefore not the same as fast incorporation: if r is much larger than w, most exchanges are undone.

**Q:** How far does an atom travel before it is locked?

**A:** Take first a surface without islands. Let s be the displacement so far and u the next hop, of length a. The squared displacement changes by

|s + u|² − |s|² = a² + 2 s·u.

The four directions are equally likely whatever happened before, so s·u averages to zero. Each hop adds a² on average, and the mean-square travel is a² times the mean number of hops. Hops occur at total rate 4h during a mean time on top τ = 1/κ, so

⟨s²⟩ = 4 a² h τ = 4Dτ = 4D/κ, with D = a²h.

Define the diffusion length by ℓ² = D/κ. Then ⟨s²⟩ = 4ℓ², and inserting κ gives

ℓ = a √[(h/k)(1 + r/w)].

The first factor counts hops against exchanges, and the second counts the repeated excursions of atoms that return. As a test, random walks with explicit exchange, return and locking were followed for h = 1, k = 0.1, r = 1 and w = 0.5 in a common unit of rate. The formula gives 4 × 10 × 3 = 120 squared site spacings, and 60 000 walks gave 120.0, with a sampling error of about 0.8.

**Q:** What does this length mean for an island? I need the share of material that reaches it.

**A:** Put a disc-shaped island of radius R at the centre of a circular cell of radius C. The cell stands for the territory of one island among many, so no net current crosses its edge. The island absorbs every adatom that reaches its rim. With F atoms landing per unit area and time, the steady density obeys

D∇²n − κn + F = 0, n(R) = 0, n′(C) = 0.

Far from any island the solution would be n = F/κ. Write n = (F/κ)(1 − g). The constant terms cancel, leaving

ℓ²∇²g = g, g(R) = 1, g′(C) = 0.

The radially symmetric solutions are the modified Bessel functions I₀(ρ/ℓ) and K₀(ρ/ℓ), where ρ is the distance from the centre. Let x = R/ℓ and c = C/ℓ. Since I₀′ = I₁ and K₀′ = −K₁, the condition at C fixes the ratio of the two coefficients, and the condition at R fixes their size:

g = [K₁(c) I₀(ρ/ℓ) + I₁(c) K₀(ρ/ℓ)]/N,
N = K₁(c) I₀(x) + I₁(c) K₀(x).

The density rises outwards, so atoms flow inwards through the rim at the rate 2πR D n′(R). The slope there is

n′(R) = −(F/κ) g′(R) = [F/(κℓ)] [I₁(c) K₁(x) − K₁(c) I₁(x)]/N.

Atoms land between the island and the cell edge at the rate Fπ(C² − R²). Dividing the two rates, and using D/(κℓ) = ℓ, gives the share captured:

f = [2Rℓ/(C² − R²)] [I₁(c) K₁(x) − K₁(c) I₁(x)]/N.

Because the atoms are independent, f is also the probability that one atom landing at random between the islands ends in an island.

**Q:** Can I see the meaning without the Bessel functions?

**A:** Yes, when ℓ is much smaller than both R and C − R. At large c the terms with K₁(c) drop out, and the last factor becomes K₁(x)/K₀(x), which tends to 1 at large x. Then

f ≈ 2Rℓ/(C² − R²).

This is the area 2πRℓ of a ring of width ℓ around the island, divided by the area outside the island. The island feeds from a narrow rim, and the rest of the deposit stays in the film.

**Q:** And without the surfactant? Surely I need the diffusion constant of the clean surface.

**A:** Not in this model. If the clean surface has no exchange and no other loss, every adatom eventually reaches an island, so f = 1. The travel is then set by geometry. With κ = 0 the density obeys

(1/ρ)(ρn′)′ = −F/D.

Multiply by ρ and integrate from ρ to C, where n′ vanishes:

ρn′ = F(C² − ρ²)/(2D).

Divide by ρ and integrate from R, where n vanishes:

n = [F/(2D)] [C² ln(ρ/R) − (ρ² − R²)/2].

The mean time τ₀ on the surface is the number of adatoms in the cell divided by their rate of arrival:

τ₀ = ∫ 2πρ n dρ / [Fπ(C² − R²)], with ρ running from R to C.

The two integrals needed, over the same range, are

∫ ρ ln(ρ/R) dρ = (C²/2) ln(C/R) − (C² − R²)/4,
∫ ρ(ρ² − R²)/2 dρ = (C² − R²)²/8.

Therefore

Dτ₀ = [C⁴ ln(C/R)/2]/(C² − R²) − C²/4 − (C² − R²)/8.

The rule that each hop adds a² on average still holds with islands present, because the direction of a hop is random as long as the atom is alive. So ⟨s²⟩ = 4Dτ₀, and

⟨s²⟩ without exchange = 2C⁴ ln(C/R)/(C² − R²) − (3C² − R²)/2.

D has cancelled. Slower hopping makes the journey longer in time but not shorter in distance. In this model, then, slow hopping alone does not starve the islands; a competing loss such as exchange does.

With exchange, an atom is either captured or locked. The probability of locking is the loss rate times the mean time on top, 1 − f = κτ, so

⟨s²⟩ with exchange = 4Dτ = 4ℓ²(1 − f).

**Q:** Please put in numbers that a grower would recognise.

**A:** I take round parameters: 750 K, where k_BT = 0.0646 eV; a growth rate of 0.1 layer/s; and a site spacing of 0.4 nm. Hop, exchange and return rates have the form ν exp[−E/(k_BT)] with ν = 10¹³ s⁻¹ and barriers of 0.5, 0.8 and 2.2 eV. The islands have R = 15 nm in cells of C = 60 nm. The ratios needed are

h/k = exp[(0.8 − 0.5)/0.0646] ≈ 104,
r/w = 0.0165/0.1 = 0.165.

The diffusion length is

ℓ = 0.4 nm × √(103.7 × 1.165) = 4.40 nm.

The Bessel formula gives f = 0.0445. The ring estimate gives 2 × 15 × 4.40/(3600 − 225) = 0.039, somewhat low because ℓ is not very small against R. The root-mean-square travel is

with exchange: 2 × 4.40 nm × √(1 − 0.0445) = 8.60 nm,
without exchange: √(10 647 − 5288) nm = 73.2 nm.

The comparison holds the islands and their cells fixed. The travel falls by a factor of 8.5, and the captured share falls from 1 to about 0.045.

**Q:** I measure heights, not captured shares. How much taller does the island become?

**A:** Suppose θ layers are deposited, the island keeps a fixed base, and atoms landing on it stay there. The island receives its own deposit plus the captured atoms. Its mean gain, in layers, is

θ[1 + f(C² − R²)/R²].

The film between islands keeps the share 1 − f and gains θ(1 − f). The difference is

excess = θf[(C² − R²)/R² + 1] = θf C²/R².

For two layers and C²/R² = 16, this is 2 × 0.0445 × 16 = 1.42 layers with exchange, against 2 × 1 × 16 = 32 layers without it. A real island would also widen, so the 32 layers measure the gathered volume rather than predict a height.

**Q:** So any surfactant with rapid exchange will do?

**A:** No. Keep everything else fixed, including the exchange rate of 4.2 × 10⁷ s⁻¹, and lower the return barrier from 2.2 to 1.6 eV. Now r/w = 1772, so an atom exchanges and returns many times before it is locked. The diffusion length rises to about 172 nm, the captured share to 0.957 and the excess to 30.6 layers. Exchange is as rapid as before, yet the islands are hardly starved. These values keep w at the full growth rate. Since little of the deposit now stays in the film, burial would be slower and the captured share higher still; if w is set to the growth rate times 1 − f, the share goes to 1.

The limit of weak loss shows where the boundary lies. As ℓ grows, the travel approaches its value without exchange, so 1 − f = ⟨s²⟩/(4ℓ²) becomes

1 − f ≈ (73.2 nm)²/(4ℓ²).

For ℓ = 171.5 nm this gives 0.046, close to the full result of 0.043. A small captured share needs the opposite regime, with ℓ well below half the clean travel, here about 37 nm.

**Q:** Would heating help, since it speeds up exchange?

**A:** At first it does, if the exchange barrier exceeds the hop barrier. Let Δ = E_exchange − E_hop, β = 1/(k_BT) and q = r/w = (ν/w) exp(−βE_return). At fixed growth rate,

ln(ℓ²/a²) = βΔ + ln(1 + q).

Since dq/dβ = −E_return q, the slope vanishes when

Δ − E_return q/(1 + q) = 0.

Multiplying by 1 + q and collecting terms gives q = Δ/(E_return − Δ), which requires 0 < Δ < E_return. The second derivative, E_return² q/(1 + q)², is positive, so this is a minimum of ℓ. Solving the definition of q for temperature gives

T* = E_return/{k_B ln[ν(E_return − Δ)/(wΔ)]}.

Below T*, heating helps exchange more than hopping and ℓ shrinks. Above it, the growing number of returns wins. For our parameters T* is 749 K, so the example at 750 K shows this model surfactant at its best. At 600 K the length is 7.3 nm and f = 0.079; at 900 K they are 19 nm and 0.26; at 1000 K, 65 nm and 0.77. The last two pairs are only rough guides, because they keep w fixed and treat locking as equally likely at every moment. Slower burial of a film that loses material to islands raises both captured shares: with w equal to the growth rate times 1 − f, the share becomes 0.33 at 900 K and runs away to 1 at 1000 K. Burial after a fixed time could shift them either way: up if the wait starts afresh at each exchange, down if each layer closes over all atoms at the same moment. The first choice gives practically 1 at both temperatures, the second 0.18 and 0.70. At 750 K these alternatives change f by 4% or less.

**Q:** If a short diffusion length is good, is zero ideal for a flat film?

**A:** No. Starving islands and making a film flat are different tasks. Suppose atoms lock where they land, with no local levelling. The number of atoms on a site then follows Poisson statistics, whose variance equals its mean θ. For two layers the roughness is √2, or about 1.4 layers. Because the atoms are independent, the model gives this same scatter away from the islands at any ℓ, so it cannot say which length is best for flatness.

That this nearly equals the island excess of 1.42 layers is a coincidence of the chosen values. One number is a difference between the mean heights of two regions; the other is a scatter from site to site. Layer-by-layer growth also needs short moves that fill holes and low steps, and the model doesn't contain them.

**Q:** Which omissions could change your numbers most?

**A:** For growth with exchange, an error in the exchange barrier matters more than the lattice and the anisotropy considered below. An equal error in the hop barrier matters just as much, because only the difference of the two barriers enters ℓ. An error of 0.1 eV in the exchange barrier, either way, moves f from 0.0445 to 0.019 or 0.109, and the excess from 1.4 to about 0.6 or 3.5 layers. The suppression survives, but its size is uncertain by more than a factor of two.

The discrete lattice matters less. Solving the rate equations site by site, in a square cell of equal area, gives f = 0.0428, about 4% below the continuum value. If hopping is easier along one axis, with a rate ratio of 4.7 and the geometric mean of the two rates held fixed, the lattice value rises to 0.0471, or by 10%. If the faster rate is held fixed instead, it falls to about 0.031.

Meetings between adatoms can be estimated too. Two adatoms approach each other with relative diffusion constant 2D, and the mean density of partners is Fτ. The expected number of meetings in one life on top is therefore about 2σ(Dτ)(Fτ), where the dimensionless capture factor σ follows from the disc problem with a disc of radius a. With exchange the estimate is 1.5 × 10⁻⁶, which is negligible. This counts only meetings on top: the exchanged atoms not yet locked have a density F(1 − f)/w, close to a full layer, so their independence is an assumption that this estimate does not test. Without exchange, and with a clean-surface hop barrier of 0.7 eV, it is about 0.1. That is not small. Each layer brings π(C² − R²)/a², or about 66 000, atoms to the area around one island, so with two atoms to a meeting there are some 3000 meetings per cell and layer. Unless almost all of these pairs break up again, new islands form and the clean travel falls well below 73 nm. That value therefore holds only for the fixed set of islands assumed here.

**Q:** How close is this to a real growth run?

**A:** The nearest case is germanium on silicon with arsenic or antimony as surfactant. The lattice mismatch there is roughly 4%, and the site spacing, temperature and growth rate used here are in a reasonable range for such growth. The barriers are model choices, not measured values for either surfactant, so the calculated lengths should not be read as predictions for that system.

Real surfaces break several assumptions. Silicon and germanium (001) surfaces carry rows of dimers, so hopping depends on direction. The anisotropy above, a barrier difference of 0.1 eV, raised f by 10% at fixed geometric mean of the rates; a difference of 0.3 eV nearly doubles it, to 0.083, which is comparable to the effect of the barrier error. Exchanged atoms may also be locked by neighbours before the next layer arrives. If that removed all returns, ℓ would fall from 4.40 to 4.07 nm, a change of about 7%. Strain-driven drift towards islands, detachment from them, new nucleation under strain and gradual loss of surfactant are not sized here, and any of them could matter in a long run. The island rim is also taken as a perfect sink. A surfactant that covers and passivates island edges would lower the capture even when ℓ is long, so suppressed islanding in a real run does not by itself show that returns are rare. The suppression in the example rests on the chosen return barrier of 2.2 eV.

As a rule for choosing conditions, within this model, look for exchange that competes well with hopping and for return that is slow compared with locking. Then compare ℓ with two lengths. If it is short against the gap between the edges of neighbouring islands, the captured share is small. The height also depends on the island radius: for widely spaced islands with ℓ well below R, the excess is roughly 2θℓ/R, which is small against the deposit. Islands with a radius comparable to ℓ or smaller lie outside this estimate and can still grow tall when the captured share is small. The worked example, with ℓ/R = 0.29, is only near the edge of this regime, since its excess is about 70% of the deposit; with the same ℓ and cell, an island of radius 2 nm gains an excess of about 8θ although f is below 0.01. The numerical output below gives the values behind these comparisons.

Computed values

```
Temperature: 750 K; thermal energy: 0.0646 eV
Growth and locking rate: 0.1 layer/s
Attempt rate: 1e+13 1/s; site spacing: 0.4 nm
Barriers hop, exchange, return: 0.5, 0.8, 2.2 eV
Island radius: 15 nm; cell radius: 60 nm
Deposit: 2 layers
Hop rate per direction: 4.367e+09 1/s
Exchange rate: 4.210e+07 1/s
Return rate: 0.0165 1/s
Hop/exchange ratio: 103.7
Return/locking ratio: 0.165
Length if no atom returned: 4.07 nm
Diffusion length with return: 4.40 nm
RMS travel with exchange: 8.60 nm
RMS travel without exchange: 73.2 nm
Travel reduction factor: 8.52
Capture share with exchange: 0.0445; without: 1
Island excess with exchange: 1.42 layers
Island excess without exchange: 32.0 layers
Weak case, return barrier: 1.6 eV
Weak case, return/locking ratio: 1772
Weak case, diffusion length: 171.5 nm
Weak case, capture share: 0.957
Weak case, island excess: 30.6 layers
Temperature of shortest length: 749.1 K
At 600 K: length 7.28 nm, capture share 0.0790
At 750 K: length 4.40 nm, capture share 0.0445
At 900 K: length 19.35 nm, capture share 0.2596
At 1000 K: length 65.24 nm, capture share 0.7651
Test walk, mean-square travel: 120.0 sites^2; formula: 120.0
Test walk among islands, capture share: 0.4024; master equation: 0.3991
Example on lattice, capture share: 0.0428
Example on lattice, clean RMS travel: 74.3 nm
Anisotropy: barrier difference 0.1 eV, hop-rate ratio 4.70
Anisotropic lattice capture share: 0.0471
Exchange barrier 0.7 eV: length 2.03 nm, capture share 0.0192
Exchange barrier 0.9 eV: length 9.53 nm, capture share 0.1088
Adatom meetings per life, with exchange: 1.5e-06
Adatom meetings per life, no exchange, hop barrier 0.7 eV: 0.096
Random RMS roughness without levelling: 1.42 layers
```
